# When does a Gamma-centred hexagonal mesh contain both K corners?

## The setting

A two-dimensional hexagonal crystal has primitive vectors of length $a$ at $120^\circ$,

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right).$$

Its reciprocal vectors are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A band calculation samples the Gamma-centred mesh

$$\mathbf k_{ij}=\frac{i\,\mathbf b_1+j\,\mathbf b_2}{N},\qquad i,j=0,1,\dots,N-1 .$$

Wavevectors that differ by a reciprocal lattice vector describe the same Bloch states. The mesh therefore "contains" a point if some $\mathbf k_{ij}$ equals that point up to a reciprocal lattice vector. For numerical values take the round model parameter $a=3$ Å.

## Part (a)

**Question.** Find the corners of the first Brillouin zone in terms of $\mathbf b_1$ and $\mathbf b_2$, and their distance from Gamma. How many of them are inequivalent?

**Answer.** The defining relations give

$$\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac1{\sqrt3}\right),\qquad \mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3}\right).$$

Both have length $b=4\pi/(\sqrt3a)$. Their scalar product is $\mathbf b_1\cdot\mathbf b_2=(2\pi/a)^2\cdot\tfrac23=b^2/2$, so they lie at $60^\circ$.

A zone boundary is the perpendicular bisector between Gamma and a reciprocal lattice point $\mathbf G$, with equation $\mathbf k\cdot\mathbf G=G^2/2$. Intersect the bisectors belonging to $\mathbf b_1$ and $\mathbf b_2$. With $\mathbf k=x\mathbf b_1+y\mathbf b_2$, division by $b^2$ gives

$$x+\tfrac12y=\tfrac12,\qquad \tfrac12x+y=\tfrac12 .$$

Subtracting the equations gives $x=y$, and then $\tfrac32x=\tfrac12$. Hence

$$\mathbf K=\tfrac13(\mathbf b_1+\mathbf b_2).$$

This point must not lie beyond any other bisector. For $\mathbf G=m\mathbf b_1+n\mathbf b_2$ we have $\mathbf K\cdot\mathbf G=(m+n)b^2/2$ and $G^2=(m^2+mn+n^2)b^2$, so the requirement is $m^2+mn+n^2-m-n\ge0$. The left side equals

$$\tfrac12\left[(m+n)^2+(m-1)^2+(n-1)^2-2\right].$$

If neither integer is 1, the last two squares are each at least 1. If $m=1$, the three squares sum to $2n^2+2\ge2$, and likewise for $n=1$. The requirement holds, so $\mathbf K$ is a corner. Its distance from Gamma follows from

$$|\mathbf K|^2=\tfrac19\left(b^2+b^2+2\cdot\tfrac{b^2}{2}\right)=\frac{b^2}{3},\qquad |\mathbf K|=\frac{b}{\sqrt3}=\frac{4\pi}{3a}.$$

For $a=3$ Å this is $1.3963$ Å$^{-1}$.

A rotation by $60^\circ$ sends $\mathbf b_1\to\mathbf b_2$ and $\mathbf b_2\to\mathbf b_2-\mathbf b_1$. Repeating it on $\mathbf K$ gives all six corners, with coordinates in units of one third:

$$(1,1),\ (-1,2),\ (-2,1),\ (-1,-1),\ (1,-2),\ (2,-1).$$

Adding a reciprocal lattice vector changes each entry by a multiple of 3. The first, third and fifth corners therefore reduce to $(\tfrac13,\tfrac13)$, and the others to $(\tfrac23,\tfrac23)$. These two classes differ by $(\tfrac13,\tfrac13)$, which is not a pair of integers. There are thus two inequivalent corners, $\mathbf K$ and $\mathbf K'=-\mathbf K$.

## Part (b)

**Question.** For which $N$ does the mesh contain both corners? Can it contain just one? List the successful meshes with $N<10$.

**Answer.** Suppose the mesh contains $\mathbf K$. Its first coordinate must satisfy, for some integer $n$,

$$\frac iN=\frac13+n .$$

Multiplying by $3N$ gives $3i=N+3nN$, or $N=3(i-nN)$. So $N$ is divisible by 3.

Conversely, let $N=3m$ with $m$ a positive integer. The indices $(m,m)$ give coordinates $(\tfrac13,\tfrac13)$, which is $\mathbf K$. The indices $(2m,2m)$ give $(\tfrac23,\tfrac23)$, which is $\mathbf K'$. Both pairs lie in the allowed range.

The mesh contains both corners if and only if 3 divides $N$. It cannot contain just one, because replacing $(i,j)$ by $(-i,-j)$ modulo $N$ maps the mesh onto itself and exchanges $\mathbf K$ with $\mathbf K'$.

Below ten the successful meshes are:

- $N=3$, with $\mathbf K$ at $(1,1)$ and $\mathbf K'$ at $(2,2)$;
- $N=6$, with $\mathbf K$ at $(2,2)$ and $\mathbf K'$ at $(4,4)$;
- $N=9$, with $\mathbf K$ at $(3,3)$ and $\mathbf K'$ at $(6,6)$.

## Part (c)

**Question.** When the mesh fails, how far is the nearest mesh point from a corner?

**Answer.** Write $N=3m+s$ with $s=+1$ or $s=-1$. In steps of the mesh, $\mathbf K$ has both coordinates equal to $N/3=m+s/3$. Its separation from the mesh point $(i,j)$, where $i$ and $j$ may now be any integers so as to include reciprocal translations, is

$$\mathbf K-\mathbf k_{ij}=\frac{p\,\mathbf b_1+q\,\mathbf b_2}{3N},\qquad p=3(m-i)+s,\quad q=3(m-j)+s .$$

The squared distance is therefore

$$d^2=\frac{b^2}{9N^2}\left(p^2+pq+q^2\right).$$

Both $p$ and $q$ leave the same remainder as $s$ on division by 3. Hence $p^2+pq+q^2$ has the remainder of $3s^2$, which is zero. It is a positive multiple of 3, so it is at least 3, and $p=q=s$ reaches that value. The smallest distance is

$$d_{\min}=\frac{\sqrt3\,b}{3N}=\frac{b}{\sqrt3N}=\frac{|\mathbf K|}{N}.$$

By inversion the same holds for $\mathbf K'$. For $N=4$ the miss is $1.3963/4=0.3491$ Å$^{-1}$, and for $N=8$ it is $0.1745$ Å$^{-1}$.

The points closer to one mesh point than to any other form a hexagon, which is the Brillouin zone reduced by the factor $N$. Its farthest points from the centre are its corners, at distance $|\mathbf K|/N$. A Gamma-centred mesh that misses $\mathbf K$ thus misses it by the largest distance that any wavevector can have from that mesh.

## Part (d)

**Question.** Does the rule change if the primitive vectors are chosen at $60^\circ$? What if the mesh is shifted by half a step along both reciprocal axes?

**Answer.** The coordinate of $\mathbf k$ along a reciprocal axis is $\mathbf k\cdot\mathbf a_i/2\pi$. Keep $\mathbf a_1$ and replace $\mathbf a_2$ by $\mathbf a_1+\mathbf a_2$, which is at $60^\circ$ to $\mathbf a_1$. The second coordinate becomes the sum of the old ones, so $\mathbf K$ moves to $(\tfrac13,\tfrac23)$ and $\mathbf K'$ to $(\tfrac23,\tfrac13)$. The labels change, but the coordinates are still thirds, and the rule remains that 3 must divide $N$.

For the shifted mesh, a corner coordinate $c/3$ with $c=1$ or $2$ would require

$$\frac{i+\frac12}{N}=\frac c3+n .$$

Multiplication by $6N$ gives $3(2i+1)=2Nc+6Nn$. The left side is odd and the right side is even, so there is no solution. This shifted mesh misses both corners for every $N$, including multiples of 3, and in either choice of cell.

## Part (e)

**Question.** Consider a honeycomb lattice with one orbital per site, equal site energies and nearest-neighbour hopping $-t$. What gap does the mesh report? Evaluate it for $t=1$ eV.

**Answer.** Let $\boldsymbol\delta_1,\boldsymbol\delta_2,\boldsymbol\delta_3$ be the three bonds from a site, of length $a/\sqrt3$ and at angles $90^\circ$, $210^\circ$ and $330^\circ$. The Bloch Hamiltonian has zero diagonal elements and the off-diagonal element $-tf$, with $f=\sum_l e^{i\mathbf k\cdot\boldsymbol\delta_l}$. Its eigenvalues are $\pm t|f|$, so the direct gap at $\mathbf k$ is $2t|f|$.

Since $\boldsymbol\delta_3-\boldsymbol\delta_2=\mathbf a_1$ and $\boldsymbol\delta_1-\boldsymbol\delta_2=\mathbf a_1+\mathbf a_2$, taking out the phase $e^{i\mathbf k\cdot\boldsymbol\delta_2}$ leaves

$$|f|=\left|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot(\mathbf a_1+\mathbf a_2)}\right| .$$

For $f=0$ the two phase factors must have opposite imaginary parts. Having unit modulus, they then have real parts of equal size, and these must sum to $-1$, so each is $-\tfrac12$. The phases are $2\pi/3$ and $4\pi/3$, in either order, which gives $\mathbf K$ and $\mathbf K'$. The true gap is zero, and the mesh reports zero if and only if 3 divides $N$.

Otherwise, take the mesh point nearest to $\mathbf K$ on the line $\mathbf k=(j/N)(\mathbf b_1+\mathbf b_2)$, with $j=m=(N-s)/3$. With $\varphi=2\pi j/N$ the two phases are $\varphi$ and $2\varphi$, and

$$|f|=\left|e^{i\varphi}\left(e^{-i\varphi}+1+e^{i\varphi}\right)\right|=|1+2\cos\varphi| .$$

Now $\varphi=2\pi/3-sx$ with $x=2\pi/(3N)$. Expanding the cosine of the difference gives

$$1+2\cos\varphi=1-\cos x+\sqrt3\,s\sin x .$$

Its modulus for $N\ge2$ yields

$$E_{\rm mesh}=2t\left[\sqrt3\sin x+s(1-\cos x)\right]\simeq\frac{4\pi t}{\sqrt3N}+s\,\frac{4\pi^2t}{9N^2}.$$

That this is the smallest gap on the whole mesh has not been proved here. Diagonalization at every mesh point confirms it for all $N$ up to 30. The values for $N<10$ are as follows.

| $N$ | miss (Å$^{-1}$) | gap (eV) |
|---|---|---|
| 1 | 1.396 | 6.00 |
| 2 | 0.698 | 2.00 |
| 3 | 0 | 0 |
| 4 | 0.349 | 2.00 |
| 5 | 0.279 | 1.24 |
| 6 | 0 | 0 |
| 7 | 0.199 | 1.11 |
| 8 | 0.175 | 0.83 |
| 9 | 0 | 0 |

Going from $N=3$ to $N=4$ makes the mesh denser and the reported gap worse. The meshes $N=2$ and $N=4$ report the same gap although the miss is halved. The formula shows why: for $N=2$, $x=60^\circ$ and $s=-1$, so the bracket is $\tfrac32-\tfrac12=1$; for $N=4$, $x=30^\circ$ and $s=+1$, so it is $\tfrac{\sqrt3}2+1-\tfrac{\sqrt3}2=1$. The gap depends on the direction of the miss as well as on its length.

At $N=100$ the sampled gap is $0.0730$ eV, while the leading term gives $0.0726$ eV, about $0.6\%$ below the sampled value. The false gap closes only as $1/N$ along meshes that miss the corners.

## Part (f)

**Question.** Give the two sublattices site energies $+\Delta$ and $-\Delta$, with $\Delta>0$, so that the model becomes a semiconductor. How does missing the corners affect the gap now?

**Answer.** The Hamiltonian has diagonal elements $\pm\Delta$ and the same off-diagonal element, so its eigenvalues are $\pm\sqrt{\Delta^2+t^2|f|^2}$. The true gap is $2\Delta$, at the corners. A mesh with $N$ divisible by 3 reports it without sampling error. Any other Gamma-centred mesh reports too large a gap. If $t|f|\ll\Delta$ at the nearest mesh points, the square root expands to give the excess

$$2\sqrt{\Delta^2+t^2|f|^2}-2\Delta\simeq\frac{t^2|f|^2}{\Delta}\simeq\frac{4\pi^2t^2}{3\Delta N^2},$$

where the last step uses the leading term $|f|\simeq\sqrt3x=2\pi/(\sqrt3N)$. The condition $t|f|\ll\Delta$ then reads $N\gg2\pi t/(\sqrt3\Delta)$. In that range the error falls as $1/N^2$, because the band edges are parabolic near the corners instead of linear. On coarser meshes the estimate can fail: for $t=1$ eV, $\Delta=0.1$ eV and $N=20$ the excess is $0.20$ eV, while the estimate gives $0.33$ eV.

This benefit of including the corners relies on the band edges lying there. If a material has its band edges elsewhere, divisibility by 3 does not ensure that the mesh samples them. The rule settles whether $\mathbf K$ and $\mathbf K'$ are sampled; the convergence of energies and other zone averages with $N$ must be examined separately.

## Calculated quantities

```
lattice constant a = 3.0 angstrom
hopping t = 1.0 eV
reciprocal vector length b = 2.4184 1/angstrom
corner distance |K| = 1.3963 1/angstrom
miss = distance to nearest mesh point, 1/angstrom; gap in eV
N = 1: miss K 1.3963, miss K' 1.3963, both no, gap 6.0000
N = 2: miss K 0.6981, miss K' 0.6981, both no, gap 2.0000
N = 3: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (1, 1), K' (2, 2)
N = 4: miss K 0.3491, miss K' 0.3491, both no, gap 2.0000
N = 5: miss K 0.2793, miss K' 0.2793, both no, gap 1.2361
N = 6: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (2, 2), K' (4, 4)
N = 7: miss K 0.1995, miss K' 0.1995, both no, gap 1.1099
N = 8: miss K 0.1745, miss K' 0.1745, both no, gap 0.8284
N = 9: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (3, 3), K' (6, 6)
successful meshes below ten: N = [3, 6, 9]
N = 100: sampled gap = 0.07299 eV
N = 100: large-N estimate = 0.07255 eV
```
